# Bilinear and Biquadratic Coupling from the Magnetization Curve of a Symmetric Trilayer

## Problem

Two identical ferromagnetic films, each of thickness \(t\) and magnetization \(M_s\), are separated by a thin nonmagnetic spacer. Their magnetizations lie in the film plane at angles \(a\) and \(b\) from an in-plane field \(B=\mu_0H\). The energy per area is

\[
E=-M_st\,B(\cos a+\cos b)+J_1\cos\varphi+J_2\cos^2\varphi,\qquad \varphi=a-b .
\]

With these signs, \(J_1>0\) favours antiparallel magnetizations and \(J_2>0\) favours perpendicular ones. There is no magnetic anisotropy. Each film is uniformly magnetized, temperature is zero, and the system takes its state of lowest energy.

Let \(m\) be the total moment along the field divided by its saturation value,

\[
m=\tfrac12(\cos a+\cos b).
\]

A measurement supplies the initial slope \(\chi=dm/dB\) at \(B\to0^+\) and the saturation field \(B_s\), at which \(m\) reaches 1. At zero field the films are antiparallel, and \(J_1>2J_2\).

Find \(J_1\) and \(J_2\) from \(\chi\) and \(B_s\), and state whether the given conditions suffice. Evaluate the constants for \(M_s=1200\) kA/m, \(t=3.0\) nm, \(\chi=6.25\ \mathrm{T^{-1}}\) and \(B_s=240\) mT.

## First estimate by scaling

The inverse slope is a field,

\[
B_0=\frac1\chi=\frac{1}{6.25\ \mathrm{T^{-1}}}=160\ \mathrm{mT}.
\]

It is the field at which the initial straight line, extended upward, would reach \(m=1\). The data therefore consist of two fields, 160 and 240 mT. A field becomes an energy per area when multiplied by the areal moment of one film,

\[
M_st=(1.2\times10^{6}\ \mathrm{A/m})(3.0\times10^{-9}\ \mathrm m)=3.60\ \mathrm{mA}.
\]

Since \(1\ \mathrm{A\,T}=1\ \mathrm{J/m^2}\), this equals 3.60 mJ/m² per tesla.

Which combination of fields belongs to which constant? Suppose first that \(J_2=0\). If the two magnetizations open symmetrically about the field, then \(m=\cos(\varphi/2)\), and the coupling energy \(J_1\cos\varphi=J_1(2m^2-1)\) is quadratic in \(m\). The Zeeman energy is linear in \(m\). The response is then a straight line up to saturation, and \(B_s=B_0\). A difference between the two fields thus signals \(J_2\), while their common size is set by \(J_1\). A positive \(J_2\) favours perpendicular magnetizations, so it helps the pair leave the antiparallel state and resists its final closing. This lowers \(B_0\) and raises \(B_s\), so \(J_2\) has the sign of \(B_s-B_0\). With all numerical factors put equal to one,

\[
J_1\sim M_st\,\frac{B_s+B_0}{2}=3.60\times0.200=0.72\ \mathrm{mJ/m^2},
\]

\[
J_2\sim M_st\,(B_s-B_0)=3.60\times0.080=0.29\ \mathrm{mJ/m^2}.
\]

The estimate gives the sign of \(J_2\) and the scale of the energies. It cannot give the factors, and here these matter: the estimated pair has \(J_1/J_2=2.5\), close to the limit \(J_1=2J_2\) at which the antiparallel state is lost.

## Exact solution

### The state at zero field

Put \(c=\cos\varphi\), with \(-1\le c\le1\). At zero field the energy is

\[
g(c)=J_1c+J_2c^2 .
\]

For \(J_2>0\) this parabola opens upward and has its vertex at \(c=-J_1/(2J_2)\). The minimum on the allowed interval is at \(c=-1\) when the vertex lies at or below \(-1\), that is, when \(J_1\ge2J_2\).

For \(J_2<0\) the parabola opens downward, so its minimum is at an end of the interval. The ends have

\[
g(-1)=-J_1+J_2,\qquad g(1)=J_1+J_2,
\]

and the antiparallel end is lower when \(J_1>0\). For \(J_2=0\) the same condition follows directly. The inequality \(J_1>2J_2\) alone does not ensure this, because it also admits pairs in which both constants are negative. The stated antiparallel alignment supplies the missing condition \(J_1>0\).

### Reduction to one variable

Let \(\psi=(a+b)/2\) be the direction of the bisector. The sum of cosines becomes

\[
\cos a+\cos b=2\cos\psi\cos(\varphi/2).
\]

The coupling energy does not depend on \(\psi\). Taking \(0\le\varphi\le\pi\), so that \(\cos(\varphi/2)\ge0\), the Zeeman energy at fixed \(\varphi\) is lowest for \(\psi=0\). The magnetizations therefore lie symmetrically about the field, and

\[
m=\cos(\varphi/2),\qquad \cos\varphi=2\cos^2(\varphi/2)-1=2m^2-1 .
\]

As \(B\to0^+\), \(\varphi\to\pi\) and the two magnetizations stand perpendicular to the field. Without anisotropy the antiparallel pair can turn into this position at no cost. The initial slope is the slope of this state as it begins to close toward the field.

Substitution gives

\[
E(m)=-2M_stB\,m+J_1(2m^2-1)+J_2(2m^2-1)^2 .
\]

The derivative of the last term is \(2J_2(2m^2-1)(4m)=16J_2m^3-8J_2m\), so

\[
\frac{dE}{dm}=-2M_stB+4J_1m+16J_2m^3-8J_2m .
\]

Setting this to zero and dividing by 2 gives the magnetization curve in inverse form:

\[
M_stB=2(J_1-2J_2)\,m+8J_2\,m^3 .
\]

### The two measured fields

For small \(m\) the cubic term is negligible and \(B=B_0m\). Hence

\[
M_stB_0=2(J_1-2J_2).
\]

At \(m=1\) the curve gives

\[
M_stB_s=2J_1-4J_2+8J_2=2(J_1+2J_2).
\]

Adding the two equations removes \(J_2\), and subtracting the first from the second removes \(J_1\):

\[
M_st(B_s+B_0)=4J_1,\qquad M_st(B_s-B_0)=8J_2 .
\]

The constants are therefore

\[
J_1=\frac{M_st}{4}\left(B_s+\frac1\chi\right),\qquad
J_2=\frac{M_st}{8}\left(B_s-\frac1\chi\right).
\]

### When saturation is continuous

The step to \(m=1\) assumed that the system follows the stationary curve all the way. This requires the stationary point to be a minimum. The second derivative is

\[
\frac{d^2E}{dm^2}=4(J_1-2J_2)+48J_2m^2 .
\]

For \(J_2\ge0\) and \(J_1>2J_2\) it is positive for every \(m\). There is then one minimum at each field, and \(m\) rises continuously to 1. For \(J_2<0\) the second derivative is smallest at \(m=1\), where it equals \(4J_1+40J_2\). Continuity then requires

\[
J_2\ge-\frac{J_1}{10}.
\]

So the given conditions suffice for \(J_2\ge0\), but a negative \(J_2\) needs this further bound.

The bound can be read from the data. Inserting the two fields into the curve gives

\[
B=B_0m+(B_s-B_0)m^3,\qquad
\left.\frac{dB}{dm}\right|_{m=1}=3B_s-2B_0 .
\]

Continuity requires \(B_s\ge\tfrac23B_0\). If \(J_2\) is more negative than the bound, \(B(m)\) has a maximum at some \(m_*<1\). Write the cubic coefficient as \(-\beta\), with \(\beta>0\). Then \(B_0=3\beta m_*^2\), and the field at the maximum is

\[
B_*=B_0m_*-\beta m_*^3=\tfrac23B_0m_*<\tfrac23B_0 .
\]

Above \(B_*\) no partly closed state exists, so in a rising field saturation occurs by a jump at or below \(B_*\). The observed field then violates the inequality, and the data reveal that the formulas do not apply.

As an example, take \(J_1=1\) and \(J_2=-0.2\) in arbitrary energy units. Minimization over both angles gives a jump from \(m\approx0.64\) to 1 at \(0.490\,B_0\), below \(0.667\,B_0\). Using that jump field as \(B_s\) would return the false pair \(J_1=1.043\), \(J_2=-0.179\).

### The other limit

As \(J_1\) approaches \(2J_2\) from above, \(B_0\) goes to zero and the initial slope diverges. At equality the curve is

\[
M_stB=8J_2m^3,\qquad m=\left(\frac{M_stB}{8J_2}\right)^{1/3}.
\]

For \(J_1<2J_2\), with \(J_1>0\), the zero-field minimum is at \(\cos\varphi=-J_1/(2J_2)\). A vanishing field then selects a state with finite moment,

\[
m(0^+)=\sqrt{\frac{1+\cos\varphi}{2}}=\sqrt{\frac12\left(1-\frac{J_1}{2J_2}\right)} .
\]

For \(J_2/J_1=0.6\) this is 0.289, which minimization over both angles reproduces. For identical films, a finite moment at vanishing field thus shows that the antiparallel premise has failed. For films of unequal moment it does not, since an antiparallel pair then carries a net moment.

### Numbers

The two field equations give

\[
J_1-2J_2=\frac{3.60\times0.160}{2}=0.288\ \mathrm{mJ/m^2},
\]

\[
J_1+2J_2=\frac{3.60\times0.240}{2}=0.432\ \mathrm{mJ/m^2}.
\]

Half their sum is \(J_1\), and a quarter of their difference is \(J_2\):

\[
J_1=0.360\ \mathrm{mJ/m^2}=0.360\ \mathrm{erg/cm^2},
\]

\[
J_2=0.036\ \mathrm{mJ/m^2}=0.036\ \mathrm{erg/cm^2}.
\]

Both are positive and \(J_1=10J_2\), so the conditions hold.

The two data points fix the two constants, and the rest of the curve is a prediction. At 120 mT it gives \(m=0.627\):

\[
160(0.627)+80(0.627)^3\approx100.3+19.7=120\ \mathrm{mT}.
\]

A straight line from the origin to saturation at 240 mT would give 0.500 there. A measured point at half the saturation field therefore tests the two-constant energy together with the assumption of uniform films. The twist through the thickness treated below, with the same slope and saturation field and \(A=15\) pJ/m, moves this point from 0.627 to 0.633, so a deviation of that size does not refute the coupling law.

Minimizing the original energy over both angles, with the recovered constants, returns a slope of 6.250 T⁻¹ and a saturation field of 239.96 mT. The missing 0.04 mT comes from counting the film as saturated at \(m=0.9999\). Near saturation \(dB/dm=3B_s-2B_0=400\) mT, and \(10^{-4}\times400\) mT is 0.04 mT.

## Comparison of the two

In terms of the combinations used in the estimate, the exact result is

\[
J_1=\frac12\,M_st\,\frac{B_s+B_0}{2},\qquad
J_2=\frac18\,M_st\,(B_s-B_0).
\]

The estimate was too large by a factor of 2 for \(J_1\) and 8 for \(J_2\). Both factors come from \(\cos\varphi=2m^2-1\). The bilinear energy contains \(2J_1m^2\), with derivative \(4J_1m\), against a Zeeman derivative of \(2M_stB\); this leaves a factor of 2. The biquadratic energy contains \(4J_2m^4\), with derivative \(16J_2m^3\); the same division leaves 8. A modest biquadratic constant therefore bends the curve strongly: with \(J_2\) only a tenth of \(J_1\), \(B_s\) is one and a half times \(B_0\).

In relative terms \(J_2\) is more sensitive than \(J_1\) to an error in \(B_s\), because it comes from a difference of fields. At fixed slope and areal moment, an error of \(+5\) mT in \(B_s\) changes \(J_1\) by 0.0045 mJ/m², or 1.3% of its value. It changes \(J_2\) by 0.00225 mJ/m², or 6% of its value. An error in \(M_st\) scales both constants equally and cancels from their ratio,

\[
\frac{J_2}{J_1}=\frac{B_s-B_0}{2(B_s+B_0)}=\frac{80}{800}=0.10 .
\]

## What the idealizations cost

### Weak anisotropy

Let each film have a uniaxial anisotropy with constant \(K\), and let the field lie along the hard axis. This adds \(Kt(\cos^2a+\cos^2b)\) to the areal energy, which is \(2Ktm^2\) in the symmetric state. Repeating the derivative and the division by 2 gives

\[
M_stB=[2(J_1-2J_2)+2Kt]\,m+8J_2m^3 .
\]

Both \(B_0\) and \(B_s\) rise by \(B_K=2K/M_s\). Their difference is unchanged, so \(J_2\) is unaffected. Their sum rises by \(4K/M_s\), so the recovered \(J_1\) is too large by

\[
\frac{M_st}{4}\,\frac{4K}{M_s}=Kt .
\]

For \(K=1800\) J/m³, \(B_K=3.0\) mT and \(Kt=0.0054\) mJ/m², which is 1.5% of 0.360 mJ/m².

Along the easy axis the situation is different. The anisotropy term changes sign, and the antiparallel pair lying along the field gains \(2Kt\) while having \(m=0\). The perpendicular pair, closing slightly toward the field, has relative to \(-J_1+J_2\) the energy

\[
-2M_stB\,m+[2(J_1-2J_2)-2Kt]\,m^2
\]

to second order in \(m\). The bracket is \(M_st(B_0-B_K)\), where \(B_0\) denotes the value without anisotropy. Minimizing over \(m\) gives \(-M_stB^2/(B_0-B_K)\). This equals \(-2Kt=-M_stB_K\) at the spin-flop field

\[
B_{\rm sf}=\sqrt{B_K(B_0-B_K)}=\sqrt{3.0\times157}\ \mathrm{mT}=21.7\ \mathrm{mT}.
\]

Minimization of the full energy gives 21.8 mT. Below this field the lowest-energy state has zero slope, and the recovery formulas must not be used with it. In this model, measuring along the hard axis avoids the difficulty.

### Twist through the film thickness

The coupling acts at the spacer, whereas the field acts throughout each film. The magnetization therefore twists slightly with depth. Let \(z\) run from the spacer at 0 to the outer face at \(t\), let \(\theta(z)\) be the angle from the field in one film, and let the other film be its mirror image. With exchange stiffness \(A\) and \(\theta_0=\theta(0)\),

\[
E=2\int_0^t\left[A\theta'^2-M_sB\cos\theta\right]dz+J_1\cos2\theta_0+J_2\cos^22\theta_0 .
\]

Variation inside the film gives \(2A\theta''=M_sB\sin\theta\). The free outer face requires \(\theta'(t)=0\), and the terms at the spacer give

\[
2A\theta'(0)=-(J_1+2J_2\cos2\theta_0)\sin2\theta_0 .
\]

For a weak field write \(\theta=\pi/2-\delta\) with small \(\delta\). The film equation becomes \(\delta''=-M_sB/(2A)\), so \(\delta'=M_sB(t-z)/(2A)\). At the spacer \(\cos2\theta_0\approx-1\) and \(\sin2\theta_0\approx2\delta_0\), which gives

\[
2A\delta'(0)=2(J_1-2J_2)\delta_0,\qquad
\delta_0=\frac{M_stB}{2(J_1-2J_2)} .
\]

Integrating \(\delta'\) and averaging over the thickness adds \(M_sBt^2/(6A)\) to \(\delta_0\). Since \(m\) is the average of \(\delta\) to first order,

\[
\chi=\frac{M_st}{2(J_1-2J_2)}+\frac{M_st^2}{6A}.
\]

Near saturation \(\theta\) is small and \(\theta''=q^2\theta\), with \(q^2=M_sB_s/(2A)\). The solution with a free outer face is \(\theta\propto\cosh q(t-z)\). The spacer condition, linearized to \(2A\theta'(0)=-2(J_1+2J_2)\theta_0\), then gives

\[
J_1+2J_2=Aq\tanh(qt).
\]

For \(A=15\) pJ/m, the twist supplies 0.120 of the measured 6.25 T⁻¹, and \(qt=0.294\). The corrected combinations are

\[
J_1-2J_2=\frac{3.60}{2(6.25-0.12)}\approx0.294\ \mathrm{mJ/m^2},
\]

\[
J_1+2J_2=\frac At\,qt\tanh(qt)\approx5.0\times0.294\times0.286\approx0.420\ \mathrm{mJ/m^2}.
\]

They yield \(J_1=0.357\) and \(J_2=0.0316\) mJ/m². The uniform-film formula overestimates \(J_1\) by about 1% and \(J_2\) by 14%, each relative to its corrected value. A film divided into 24 cells, given the corrected constants, returns 6.250 T⁻¹ and 240.0 mT.

The twist imitates biquadratic coupling because it raises the initial slope and also raises the saturation field. For \(J_2=0\), expansion of the two relations to first order in \(J_1t/A\) gives

\[
M_stB_0\approx2J_1\left(1-\frac{J_1t}{3A}\right),\qquad
M_stB_s\approx2J_1\left(1+\frac{J_1t}{3A}\right).
\]

One eighth of the difference is an apparent constant \(J_1^2t/(6A)\). For \(J_1=0.360\) mJ/m² it is 0.0043 mJ/m², although the true \(J_2\) is zero.

### Temperature

Thermal motion rounds the corner at saturation. To size this, treat a 100 nm square patch at 300 K as two rigid planar rotors, isolated from their surroundings and without stray fields. The ratio of \(J_1\) times area to \(k_BT\) is 869. The thermal average of \(m\) falls from 0.2428 to 0.2414 at 40 mT, and from 1 to 0.994 at \(B_s\). At 40 mT the change is below 1%, but at much lower fields it is not small. By the spin-flop calculation with \(K=0\), a pair perpendicular to the field lies lower than one along the field by \(M_stB^2/B_0\) per area. For this patch that energy is about 87 \(k_BT\) at 40 mT but only \(k_BT\) near 4 mT. As the field falls toward that value the direction of the pair is held less and less: \(m/B\) is 93% of \(\chi\) at 12 mT and 62% at 4.3 mT, and it tends to about one half as \(B\to0\). The slope should therefore be read well above that field, yet low enough for the cubic term to stay small. For a patch this small the two demands overlap: \(m/B\) is at best about 97% of \(\chi\), near 27 mT, which makes \(J_2\) about 5% too low, so the curve should be fitted rather than read at one field. The saturation field is better found by extrapolating the curve than by waiting for \(m\) to equal 1.

### The real case

The parameters are rough values for an extended CoFeB/Ru/CoFeB synthetic antiferromagnet, the kind of stack used in magnetic sensors and memory cells. The coupling depends strongly on the ruthenium thickness. The ratio \(J_2/J_1=0.1\) follows from the chosen fields and is not offered as typical. Real films are not uniformly magnetized through their depth, and correcting for the twist with the assumed \(A=15\) pJ/m moves \(J_2\) from 0.036 to about 0.032 mJ/m². The size of this correction depends on \(A\): the corrected value is 0.029 mJ/m² for \(A=10\) pJ/m and 0.034 mJ/m² for \(A=28\) pJ/m. Lateral variations of the coupling are not included. The two films of a real stack may also differ in moment. For a 5% difference in \(M_st\) and the constants found above, the pair stays antiparallel along the field, with \(m=0.025\) and zero slope, up to about 4 mT, and only above that follows \(m\approx\chi B\); the slope must then be read above this field. In a patterned cell, stray fields from the edges also act between the films, so the formulas should be applied to an unpatterned film or after those fields have been subtracted.

## Numbers as computed

```
magnetization Ms: 1200 kA/m
thickness of each layer t: 3.0 nm
initial slope dm/dB: 6.25 1/T
inverse slope B0: 160.0 mT
saturation field Bs: 240.0 mT
areal moment of one layer Ms t: 3.60 mA
J1 - 2 J2: 0.2880 mJ/m2
J1 + 2 J2: 0.4320 mJ/m2
J1 recovered: 0.3600 mJ/m2
J2 recovered: 0.0360 mJ/m2
J1, J2 converted: 0.3600, 0.0360 erg/cm2
ratio J2/J1: 0.100
slope from two-angle minimization: 6.250 1/T
Bs from two-angle minimization: 239.96 mT
m at 40 mT: 0.2428
m at 80 mT: 0.4534
m at 120 mT: 0.6268
m at 160 mT: 0.7709
m at 200 mT: 0.8934
largest recovery error, test pairs with J1=1: 2.2e-04
remanence m for J2/J1=0.6: 0.2888
J2/J1=-0.2: m just below jump: 0.637
J2/J1=-0.2: jump field / B0: 0.490
J2/J1=-0.2: falsely recovered J1, J2: 1.043, -0.179
J1 change for +5 mT in Bs: 0.00450 mJ/m2
J2 change for +5 mT in Bs: 0.00225 mJ/m2
anisotropy constant K: 1800 J/m3
anisotropy field BK: 3.00 mT
hard-axis overestimate of J1, K t: 0.0054 mJ/m2
easy-axis spin-flop field, formula: 21.70 mT
easy-axis spin-flop field, minimized: 21.76 mT
exchange stiffness A: 15.0 pJ/m
twist part of slope: 0.120 1/T
q t at saturation: 0.2939
J1 corrected for twist: 0.3568 mJ/m2
J2 corrected for twist: 0.0316 mJ/m2
J2 overestimate relative to corrected: 14.0 %
layered model slope: 6.2498 1/T
layered model Bs: 239.997 mT
apparent J2 at true J2=0, layered: 0.00431 mJ/m2
apparent J2 at true J2=0, formula: 0.00432 mJ/m2
temperature: 300 K
patch side: 100 nm
J1 area / kT: 869
thermal m at 40 mT: 0.2414
thermal m at Bs: 0.9941
```
